# Why converged quasiparticle self-consistent GW energies need no renormalization factor: a program that tests the result

```python
# RESULT UNDER TEST
# Quasiparticle self-consistent GW uses the static potential
#     V_ij = (1/2) Re[ Sigma_ij(e_i) + Sigma_ij(e_j) ].
# At its fixed point V_ii = Re Sigma_ii(e_i), so the linearized correction
#     Z_i * (Re Sigma_ii(e_i) - V_ii),  Z_i = 1/(1 - dRe Sigma_ii/dw),
# vanishes although Z_i itself stays below one.
# e_i: eigenvalues; Sigma: GW self-energy (exchange + correlation);
# residual: Re Sigma_ii(e_i) - V_ii; ETA: regularization, w -> w + i*ETA.
# System: HF molecule, all electrons, direct-RPA screening, real orbitals.
# Internal unit: hartree; printed energies: eV.
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, lib

EV = physical_constants['Hartree energy in eV'][0]
ETA = 0.1
BOND = 0.92          # angstrom
NOCC = 5
HOMO, LUMO = NOCC - 1, NOCC


def build_system(basis, cutoff):
    """Integrals in an orthonormal basis, and the Hartree-Fock start."""
    mol = gto.M(atom=[['H', (0, 0, 0)], ['F', (0, 0, BOND)]],
                basis=basis, unit='Angstrom', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    s, u = np.linalg.eigh(mol.intor('int1e_ovlp'))
    ortho = (u / np.sqrt(s)) @ u.T
    val, vec = np.linalg.eigh(mol.intor('int2e', aosym='s4'))
    keep = val > cutoff
    factors = np.ascontiguousarray((vec[:, keep] * np.sqrt(val[keep])).T)
    factors = ortho @ lib.unpack_tril(factors) @ ortho
    return SimpleNamespace(mol=mol, mf=mf, ortho=ortho, factors=factors,
                           h=ortho @ mf.get_hcore() @ ortho,
                           start=ortho @ mf.get_fock() @ ortho)


def analyse(system, ham):
    """Orbitals, bare Fock matrix and poles of the GW self-energy."""
    eps, c = np.linalg.eigh(ham)
    n = len(eps)
    f = c.T @ system.factors @ c
    naux = f.shape[0]
    flat = f.reshape(naux, n * n)
    density = np.einsum('pii->p', f[:, :NOCC, :NOCC])
    hartree = 2 * (density @ flat).reshape(n, n)
    half = f[:, :NOCC, :].reshape(naux * NOCC, n)
    fock = c.T @ system.h @ c + hartree - half.T @ half
    gaps = (eps[None, NOCC:] - eps[:NOCC, None]).ravel()
    assert gaps.min() > 0
    pair = f[:, :NOCC, NOCC:].reshape(naux, -1)
    root = np.sqrt(gaps)
    rpa = 4 * root[:, None] * (pair.T @ pair) * root + np.diag(gaps**2)
    om2, modes = np.linalg.eigh(rpa)
    omega = np.sqrt(om2)
    amplitudes = root[:, None] * modes / np.sqrt(omega)
    w = np.sqrt(2) * (flat.T @ (pair @ amplitudes))
    sign = np.where(np.arange(n) < NOCC, -1.0, 1.0)
    poles = (eps[:, None] + sign[:, None] * omega).ravel()
    return SimpleNamespace(eps=eps, c=c, fock=fock, omega=omega,
                           w=w.reshape(n, -1), poles=poles,
                           mid=0.5 * (eps[HOMO] + eps[LUMO]))


def sigma_matrix(st, energy):
    x = energy - st.poles
    return (st.w * (x / (x**2 + ETA**2))) @ st.w.T


def static_potential(st, sampling):
    """Static correlation potential for three choices of sampling energy."""
    if sampling == 'midgap':
        return sigma_matrix(st, st.mid)
    x = st.eps[:, None] - st.poles[None, :]
    rows = (st.w * (x / (x**2 + ETA**2))) @ st.w.T
    if sampling == 'own':
        return 0.5 * (rows + rows.T)
    mixed = sigma_matrix(st, st.mid)       # 'diagonal own, rest midgap'
    np.fill_diagonal(mixed, np.diag(rows))
    return mixed


def iterate(system, sampling, ham, tol, maxit):
    history = []
    for step in range(maxit):
        st = analyse(system, ham)
        change = st.fock + static_potential(st, sampling) - np.diag(st.eps)
        error = np.abs(change).max()
        history.append((st.eps[HOMO], change[HOMO, HOMO], error))
        if error < tol:
            break
        mix = 0.4 if step < 150 else 0.15
        ham = ham + mix * st.c @ change @ st.c.T
        ham = 0.5 * (ham + ham.T)
    return st, ham, history


def sigma_diag(st, i, energy, eta=ETA):
    x = energy - st.poles
    return np.sum(st.w[i]**2 * x / (x**2 + eta**2))


def slope_diag(st, i, energy, eta=ETA):
    x = energy - st.poles
    return np.sum(st.w[i]**2 * (eta**2 - x**2) / (x**2 + eta**2)**2)


def diagonal_root(st, i, eta=ETA):
    e = st.eps[i]
    return brentq(lambda x: x - st.fock[i, i] - sigma_diag(st, i, x, eta),
                  e - 0.15, e + 0.15, xtol=1e-13)


def corrections(st, i):
    """Residual, Z, linearized energy, unscaled energy, nonlinear root."""
    e = st.eps[i]
    r = st.fock[i, i] + sigma_diag(st, i, e) - e
    z = 1 / (1 - slope_diag(st, i, e))
    return r, z, e + z * r, e + r, diagonal_root(st, i)


def orbital_integrals(system, st):
    c = system.ortho @ st.c
    n = len(st.eps)
    eri = system.mol.intor('int2e', aosym='s8')
    return c, ao2mo.kernel(eri, c, compact=False).reshape(n, n, n, n)


def energy_by_quadrature(system, st, i):
    """Fock element plus Re Sigma_c(e_i + i*ETA) from the integral of G*W.

    G runs along the vertical line through midgap; no pole of W is crossed
    as long as |e_i - midgap| is below the lowest RPA excitation.
    """
    assert abs(st.eps[i] - st.mid) < st.omega.min()
    c, g = orbital_integrals(system, st)
    dm = 2 * c[:, :NOCC] @ c[:, :NOCC].T
    fock = system.mf.get_hcore() + system.mf.get_veff(system.mol, dm)
    n = len(st.eps)
    gaps = (st.eps[None, NOCC:] - st.eps[:NOCC, None]).ravel()
    kernel = g[:NOCC, NOCC:, :NOCC, NOCC:].reshape(len(gaps), len(gaps))
    vertex = g[i][:, :NOCC, NOCC:].reshape(n, len(gaps))
    t, weight = np.polynomial.legendre.leggauss(80)
    nodes, jac = (1 + t) / (1 - t), 2 * weight / (1 - t)**2
    total = 0j
    for y, wt in zip(np.r_[nodes, -nodes], np.r_[jac, jac]):
        freq = st.mid + 1j * y - (st.eps[i] + 1j * ETA)
        chi = np.linalg.inv(np.diag((freq**2 - gaps**2) / (4 * gaps)) - kernel)
        screened = ((vertex @ chi) * vertex).sum(axis=1)
        total += wt * np.sum(screened / (st.mid + 1j * y - st.eps))
    return c[:, i] @ fock @ c[:, i] + (-total / (2 * np.pi)).real


# ---- Starting point and converged QSGW -----------------------------------
system = build_system('cc-pvdz', 1e-11)
start = analyse(system, system.start)
qs, ham_qs, history = iterate(system, 'own', system.start, 1e-9, 800)
assert history[-1][2] < 1e-9, history[-1]

print(f'HF molecule, cc-pVDZ: bond {BOND} angstrom, {len(qs.eps)} orbitals')
print(f'regularization ETA = {ETA * EV:.3f} eV')
for label, st in (('Hartree-Fock start', start), ('converged QSGW', qs)):
    print(f'{label} (eV; Z has no unit):')
    for name, i in (('HOMO', HOMO), ('LUMO', LUMO)):
        r, z, lin, raw, root = corrections(st, i)
        print(f' {name}: eigenvalue {st.eps[i]*EV:.4f}, residual {r*EV:.1e},'
              f' Z {z:.4f}')
        print(f'  linearized {lin*EV:.4f}, Z=1 {raw*EV:.4f},'
              f' nonlinear root {root*EV:.4f}')
        if st is qs:
            assert abs(root - st.eps[i]) < 1e-7
r0, z0, lin0, raw0, root0 = corrections(start, HOMO)
assert abs(r0) > 1e-3 and abs(lin0 - root0) < abs(raw0 - root0)

step = 1e-4
numeric = (sigma_diag(qs, HOMO, qs.eps[HOMO] + step)
           - sigma_diag(qs, HOMO, qs.eps[HOMO] - step)) / (2 * step)
assert abs(numeric - slope_diag(qs, HOMO, qs.eps[HOMO])) < 1e-6

print('HOMO during iteration (eV):')
for k in sorted({k for k in (0, 1, 2, 4, 8, 16) if k < len(history)}
                | {len(history) - 1}):
    print(f' step {k}: eigenvalue {history[k][0]*EV:.4f},'
          f' residual {history[k][1]*EV:.1e}')

# ---- Self-energy at its own eigenvalue by an independent integral --------
print('Fock + Re Sigma_c at the QSGW eigenvalue, by quadrature (eV):')
for name, i in (('HOMO', HOMO), ('LUMO', LUMO)):
    value = energy_by_quadrature(system, qs, i)
    assert abs(value - qs.eps[i]) < 1e-6
    print(f' {name}: {value*EV:.4f}, minus eigenvalue'
          f' {(value - qs.eps[i])*EV:.1e}')

# ---- Controls: change the energy at which the potential is sampled -------
for label, sampling in (('diagonal own, rest midgap', 'mixed'),
                        ('all elements midgap', 'midgap')):
    st, _, hist = iterate(system, sampling, ham_qs, 1e-8, 500)
    assert hist[-1][2] < 1e-8, hist[-1]
    r, z, lin, raw, root = corrections(st, HOMO)
    independent = energy_by_quadrature(system, st, HOMO) - st.eps[HOMO]
    assert abs(independent - r) < 1e-6
    if sampling == 'mixed':
        assert abs(independent) < 1e-6
    else:
        assert abs(independent) > 1e-3
        assert abs(lin - root) < abs(raw - root)
    print(f'Control, {label}, HOMO (eV):')
    print(f' eigenvalue {st.eps[HOMO]*EV:.4f}, residual {r*EV:.1e},'
          f' Z {z:.4f}')
    print(f' linearized {lin*EV:.4f}, Z=1 {raw*EV:.4f},'
          f' nonlinear root {root*EV:.4f}')

# ---- Z is a pole weight: explicit auxiliary levels, no regularization ----
size = len(qs.poles) + 1
arrow = np.diag(np.r_[qs.fock[HOMO, HOMO], qs.poles])
arrow[0, 1:] = arrow[1:, 0] = qs.w[HOMO]
levels, vectors = np.linalg.eigh(arrow)
main = np.argmax(vectors[0]**2)
weight = vectors[0, main]**2
sharp_root = diagonal_root(qs, HOMO, 0.0)
sharp_z = 1 / (1 - slope_diag(qs, HOMO, sharp_root, 0.0))
assert abs(levels[main] - sharp_root) < 1e-8
assert abs(weight - sharp_z) < 1e-7 and weight < 0.995
print(f'HOMO pole weight from {size} explicit levels: {weight:.4f}')
print(f'Z from the slope at the same root: {sharp_z:.4f}')

# ---- Sizes of what the example neglects ----------------------------------
e_homo = qs.eps[HOMO]
print('Neglected effects on the HOMO energy (eV):')
print(f' regularization removed, fixed orbitals: '
      f'{(sharp_root - e_homo)*EV:+.4f}')


def full_matrix_mismatch(energy):
    vals = np.linalg.eigvalsh(qs.fock + sigma_matrix(qs, energy))
    return energy - vals[np.argmin(np.abs(vals - e_homo))]


shift = brentq(full_matrix_mismatch, e_homo - 0.02, e_homo + 0.02,
               xtol=1e-13) - e_homo
dynamic = qs.fock + sigma_matrix(qs, e_homo)
# The degenerate partner of the HOMO does not couple to it, by symmetry.
rest = np.where(np.abs(qs.eps - e_homo) > 1e-5)[0]
delta = dynamic[HOMO, rest]
block = e_homo * np.eye(len(rest)) - dynamic[np.ix_(rest, rest)]
z_homo = corrections(qs, HOMO)[1]
predicted = z_homo * delta @ np.linalg.solve(block, delta)
# Fourth-order terms in the coupling are absent from the prediction.
assert abs(shift - predicted) < 0.05 * abs(predicted) + 1e-7
print(f' off-diagonal dynamics, full matrix: {shift*EV:+.5f}')
print(f' same, second-order formula: {predicted*EV:+.5f}')
print(f' largest off-diagonal mismatch: {np.abs(delta).max()*EV:.4f}')

# Leading missing vertex term: bare second-order exchange at the HOMO.
_, g = orbital_integrals(system, qs)
e, o, v = qs.eps, slice(0, NOCC), slice(NOCC, None)
particle = g[HOMO][v, o, v]                       # (p a | j b)
den_p = (e_homo + e[None, o, None] - e[v, None, None] - e[None, None, v])
hole = g[HOMO][o, o, v]                           # (p i | j b)
den_h = (e_homo + e[None, None, v] - e[o, None, None] - e[None, o, None])
exchange = (-np.sum(particle * particle.transpose(2, 1, 0) / den_p)
            - np.sum(hole * hole.transpose(1, 0, 2) / den_h))

# Check: derivative of the same-spin exchange energy by the occupation.
den = (e[:, None, None, None] + e[None, None, :, None]
       - e[None, :, None, None] - e[None, None, None, :])
allowed = np.abs(den) > 1e-6
kernel4 = np.where(allowed, g * g.transpose(0, 3, 2, 1)
                   / np.where(allowed, den, 1.0), 0.0)


def exchange_energy(occ):
    return -0.5 * np.einsum('iajb,i,a,j,b->', kernel4, occ, 1 - occ,
                            occ, 1 - occ, optimize=True)


occupation = (np.arange(len(e)) < NOCC).astype(float)
reduced = occupation.copy()
reduced[HOMO] -= 1e-5
derivative = (exchange_energy(occupation) - exchange_energy(reduced)) / 1e-5
assert abs(derivative - exchange) < 1e-3 * abs(exchange) + 1e-6
print(f' bare second-order exchange (vertex): {exchange*EV:+.3f}')

for basis in ('aug-cc-pvdz', 'cc-pvtz'):
    larger = build_system(basis, 1e-6)
    st, _, hist = iterate(larger, 'own', larger.start, 1e-4, 45)
    assert abs(hist[-1][1]) < 2e-4      # 0.005 eV suffices for a size
    print(f' basis {basis} ({len(st.eps)} orbitals):'
          f' {(st.eps[HOMO] - e_homo)*EV:+.2f}')
    print(f'  LUMO changes by {(st.eps[LUMO] - qs.eps[LUMO])*EV:+.2f}')

print('ALL CHECKS PASSED')
```

Output:

```
HF molecule, cc-pVDZ: bond 0.92 angstrom, 19 orbitals
regularization ETA = 2.721 eV
Hartree-Fock start (eV; Z has no unit):
 HOMO: eigenvalue -17.1048, residual 1.6e+00, Z 0.9557
  linearized -15.5295, Z=1 -15.4564, nonlinear root -15.5283
 LUMO: eigenvalue 4.9851, residual -2.3e-01, Z 0.9921
  linearized 4.7557, Z=1 4.7538, nonlinear root 4.7557
converged QSGW (eV; Z has no unit):
 HOMO: eigenvalue -15.6422, residual -7.7e-09, Z 0.9526
  linearized -15.6422, Z=1 -15.6422, nonlinear root -15.6422
 LUMO: eigenvalue 4.7729, residual 2.4e-09, Z 0.9904
  linearized 4.7729, Z=1 4.7729, nonlinear root 4.7729
HOMO during iteration (eV):
 step 0: eigenvalue -17.1048, residual 1.6e+00
 step 1: eigenvalue -16.4458, residual 8.9e-01
 step 2: eigenvalue -16.0912, residual 4.9e-01
 step 4: eigenvalue -15.7830, residual 1.6e-01
 step 8: eigenvalue -15.6523, residual 1.5e-02
 step 16: eigenvalue -15.6415, residual -3.6e-04
 step 51: eigenvalue -15.6422, residual -7.7e-09
Fock + Re Sigma_c at the QSGW eigenvalue, by quadrature (eV):
 HOMO: -15.6422, minus eigenvalue -7.7e-09
 LUMO: 4.7729, minus eigenvalue 2.4e-09
Control, diagonal own, rest midgap, HOMO (eV):
 eigenvalue -15.8900, residual 8.1e-08, Z 0.9535
 linearized -15.8900, Z=1 -15.8900, nonlinear root -15.8900
Control, all elements midgap, HOMO (eV):
 eigenvalue -16.3534, residual 4.5e-01, Z 0.9550
 linearized -15.9239, Z=1 -15.9036, nonlinear root -15.9238
HOMO pole weight from 1331 explicit levels: 0.9523
Z from the slope at the same root: 0.9523
Neglected effects on the HOMO energy (eV):
 regularization removed, fixed orbitals: +0.0042
 off-diagonal dynamics, full matrix: -0.00809
 same, second-order formula: -0.00808
 largest off-diagonal mismatch: 0.5653
 bare second-order exchange (vertex): -0.827
 basis aug-cc-pvdz (32 orbitals): -0.62
  LUMO changes by -3.92
 basis cc-pvtz (44 orbitals): -0.67
  LUMO changes by -1.24
ALL CHECKS PASSED
```
